# Why surface segregation peaks at an intermediate growth temperature

Let a solute B be grown into a host A at a small fraction $x$, and let B gain an energy $\Delta>0$ by sitting in the top layer. If B can exchange only between the top two layers, and each layer is covered by the next after a fixed time $\tau$, the same for every site, the steady surface enrichment $g=S/x$, with $S$ the fraction of B in the top layer just before it is covered, obeys

$$\tanh\!\left(\tfrac12\ln g\right)=\tanh\!\left(\frac{\beta\Delta}{2}\right)\tanh\!\left(\frac{y}{2}\right),\qquad \beta=\frac{1}{k_BT}.\tag{1}$$

Here $y$ is the exchange rate, up plus down, multiplied by $\tau$. The first factor belongs to equilibrium and falls on heating; the second belongs to kinetics and rises on heating, because exchange needs a barrier $E_1$ to be crossed. Their product has a single maximum, at the temperature where

$$\frac{y}{\sinh y}=\frac{\Delta}{E_1\sinh\beta\Delta+\tfrac12\Delta\,(1-e^{-\beta\Delta})}.\tag{2}$$

When $E_1$ is well above $k_BT$, the maximum does not lie where exchange begins to keep pace with growth, at $y\approx1$, but at larger $y$. When $\Delta$ too is well above $k_BT$, and no larger than $E_1$, exchange is almost complete at the maximum and the height is close to the equilibrium value.

## What equilibrium asks for

Let $c_s$ and $c_b$ be the fractions of B in the top layer and in the one below. Exchange conserves $N=c_s+c_b$. Without interaction between B atoms, the free energy per surface site is

$$F=-\Delta c_s+k_BT\sum_{i=s,b}\left[c_i\ln c_i+(1-c_i)\ln(1-c_i)\right].$$

The sum is minus the mixing entropy in units of $k_B$. Each bracket has the derivative $\ln[c_i/(1-c_i)]$, and $dc_b/dc_s=-1$, so

$$\frac{dF}{dc_s}=-\Delta+k_BT\left[\ln\frac{c_s}{1-c_s}-\ln\frac{c_b}{1-c_b}\right]=0
\;\Rightarrow\;\frac{c_s(1-c_b)}{c_b(1-c_s)}=e^{\beta\Delta}.\tag{3}$$

This is a minimum, since $F$ is convex. When both fractions are small it becomes $c_s/c_b=e^{\beta\Delta}$.

The energy $\Delta$ does not depend on temperature here. Without the entropy term, $F$ would be lowest with as much B on top as fits, at any temperature. The decline of equilibrium enrichment on heating is thus due to mixing entropy, whose weight in $F$ grows with $T$ and which favours equal fractions in the two layers.

## How fast it is approached

A B atom below an A atom moves up at the rate $k_1=\nu e^{-\beta E_1}$. The reverse step has the barrier $E_1+\Delta$ and, by assumption, the same prefactor, so $k_2=k_1r$ with $r=e^{-\beta\Delta}$. Counting the pairs that can exchange, with fast mixing inside each layer assumed to keep the two layers uncorrelated, gives

$$\frac{dc_s}{dt}=k_1c_b(1-c_s)-k_2c_s(1-c_b).\tag{4}$$

Setting this to zero returns equation (3), because $k_1/k_2=e^{\beta\Delta}$.

In the dilute case the products $c_sc_b$ are dropped. This requires the enriched top layer to be dilute too, so $xe^{\beta\Delta}\ll1$ is sufficient. With $c_b=N-c_s$,

$$\frac{dc_s}{dt}=k_1N-(k_1+k_2)c_s .$$

Define $p=k_1/(k_1+k_2)=1/(1+r)$, $q=1-p=r/(1+r)$, $y=(k_1+k_2)\tau$ and $E=e^{-y}$. After the time $\tau$,

$$c_s(\tau)=pN+\left[c_s(0)-pN\right]E .$$

For one B atom this gives two probabilities. An atom that starts on top is on top at the end with probability $U=p+(1-p)E=p+qE$. An atom that starts below has moved up with probability $R=p(1-E)$, and is still below with probability $D=1-R=q+pE$.

## The growth cycle

Take each covering to be instantaneous, as when a surface step sweeps past a site. The fresh top layer then holds the fraction $x$, and the layer just covered holds $S$. During $\tau$ these two exchange; the next covering freezes the lower one for good. Deeper exchange and desorption are left out.

At the end of a cycle the top layer holds $Ux+RS$. Since $0<R<1$, repeated cycles converge to the steady state $S=Ux+RS$, or

$$g=\frac Sx=\frac{U}{1-R}=\frac UD=\frac{p+qE}{q+pE}=\frac{1+rE}{r+E}.\tag{5}$$

The last step divides numerator and denominator by $p$ and uses $q/p=r$. Enrichment is the probability of staying up divided by the probability of staying down.

The layer left behind holds $(1-U)x+DS=(1-U)x+Ux=x$. The steady crystal therefore has the supplied composition at every temperature. Segregation shows at the surface and at interfaces: if growth starts on pure A, then after $n$ layers the crystal holds $nx$ in all, of which $S$ is in the top layer. The rest, $nx-S$, falls short of the nominal $(n-1)x$ by $S-x=(g-1)x$. This amount, in monolayers, is the net deficit left near the start of growth. The buried alloy layers lack a further $(1-U)x$, which has moved down into the pure A.

To separate the two influences in equation (5), form

$$g-1=\frac{1+rE-r-E}{r+E}=\frac{(1-r)(1-E)}{r+E},\qquad
g+1=\frac{(1+r)(1+E)}{r+E}.$$

Their ratio is

$$\frac{g-1}{g+1}=\frac{1-r}{1+r}\;\frac{1-E}{1+E}.$$

For any $u$, $(1-e^{-u})/(1+e^{-u})=\tanh(u/2)$. Using this with $u=\ln g$, $\beta\Delta$ and $y$ gives equation (1).

The two ends follow at once. In the cold, $y\ll1$ and $g$ is close to 1, so both small hyperbolic tangents may be replaced by their arguments:

$$g-1\approx y\tanh(\beta\Delta/2)=(k_1+k_2)\tau\,\frac{1-r}{1+r}=(k_1-k_2)\tau .$$

This is the net upward exchange in one cycle, and it freezes out as $e^{-\beta E_1}$. In the heat, if $\nu\tau\gg1$, $\tanh(y/2)\to1$ and $g\to e^{\beta\Delta}$, which tends to 1 when $k_BT\gg\Delta$.

## Locating the maximum

Since $g$ increases with the left side of equation (1), it is enough to maximize the logarithm of the right side,

$$L=\ln\tanh(a/2)+\ln\tanh(y/2),\qquad a=\beta\Delta .$$

The derivative needed is

$$\frac{d}{du}\ln\tanh\frac u2=\frac{1}{2\sinh(u/2)\cosh(u/2)}=\frac1{\sinh u}.$$

From $\ln y=\ln(\nu\tau)-\beta E_1+\ln(1+r)$ and $dr/d\beta=-\Delta r$,

$$\frac{dy}{d\beta}=-y\left(E_1+\frac{\Delta r}{1+r}\right)=-y(E_1+\Delta q).$$

Therefore

$$\frac{dL}{d\beta}=\frac{\Delta}{\sinh a}-\frac{y\,(E_1+\Delta q)}{\sinh y}.\tag{6}$$

Setting this to zero gives $y/\sinh y=\Delta/[(E_1+\Delta q)\sinh a]$. With $q=1/(1+e^a)$,

$$q\sinh a=\frac{e^a-e^{-a}}{2(1+e^a)}=\frac{e^{-a}(e^a-1)(e^a+1)}{2(1+e^a)}=\frac{1-e^{-a}}2 ,$$

and equation (2) follows.

There is one solution. The function $u/\sinh u$ decreases for $u>0$, because its derivative has the sign of $\sinh u-u\cosh u$, which is negative since $\tanh u<u$. As $\beta$ runs from 0 to infinity, $y$ falls from $2\nu\tau$ to 0, so the left side of equation (2) rises from a value below 1 up to 1. The denominator on the right grows from 0 without bound, so the right side falls from infinity to 0. The curves cross once. At smaller $\beta$ the right side is the larger and $dL/d\beta>0$; at larger $\beta$ the sign is reversed. The crossing is a maximum, for any positive $E_1$, $\Delta$ and $\nu\tau$.

Slower growth raises $y$ at fixed temperature and so lowers the left side of equation (2). The crossing moves to larger $\beta$: the peak shifts to lower temperature. It also becomes higher, since $g$ has grown at every temperature.

## Both causes are needed

Take away the barrier, $E_1=0$. The right side of equation (2) becomes $2/(1-e^{-a})$, which exceeds 1, while the left side is below 1. Then $dL/d\beta>0$ throughout, and enrichment falls steadily on heating.

Now forbid the downward step, so that equilibrium puts all B on top, as it would in the dilute case without mixing entropy. With $k_2=0$ one has $r=0$, and equation (5) gives $g=1/E=e^{k_1\tau}$, which rises steadily on heating. It has no maximum within the dilute description, which holds as long as $xe^{k_1\tau}\ll1$.

If $\Delta\le0$, the first factor in equation (1) is not positive and $g\le1$: there is no enrichment to have a peak. If the prefactors $\nu_1$ (up) and $\nu_2$ (down) differ, then $r=(\nu_2/\nu_1)e^{-\beta\Delta}$, and, if $(\nu_1+\nu_2)\tau\gg1$, the hot limit of $g$ is $\nu_1/\nu_2$ instead of 1. A maximum is then no longer assured by the argument above.

## Two regimes for the peak

**Strong segregation.** When $r$ and $E$ are both small, equation (5) reduces to $g\approx1/(r+E)$. Two leaks limit the enrichment: $r$ measures the B that equilibrium keeps below, and $E$ the B that had no time to move. The peak minimizes their sum. With $dr/d\beta=-\Delta r$ and $dE/d\beta=-E\,dy/d\beta=yE(E_1+\Delta q)$, and with $\Delta q\ll E_1$,

$$\Delta\,r\approx E_1\,y\,E .\tag{7}$$

Taking logarithms, with $\ln r=-\beta\Delta$ and $\ln E=-y$,

$$y-\ln y\approx\beta\Delta+\ln\frac{E_1}{\Delta},\qquad y\approx\nu\tau e^{-\beta E_1}.\tag{8}$$

Only a root with $y$ well above 1 counts, since $E$ was taken to be small. Equation (7) also gives the height of the peak relative to equilibrium at the same temperature:

$$\frac{g}{e^{\beta\Delta}}\approx\frac{r}{r+E}=\frac1{1+E/r}\approx\frac{1}{1+\Delta/(yE_1)} .$$

The logarithm of the kinetic leak has the slope $yE_1$ in $\beta$, that of the thermal leak the slope $-\Delta$. At the optimum the slopes of the leaks themselves balance, so the kinetic leak is the smaller by the factor $yE_1/\Delta$. This factor is large when $y\gg1$ and $E_1$ is not below $\Delta$.

**Weak segregation.** When $\beta\Delta\ll1$ at the peak, $\sinh a\approx a$ and $1-e^{-a}\approx a$. Equation (2) becomes

$$\frac{y}{\sinh y}\approx\frac{k_BT}{E_1+\Delta/2},$$

and equation (1) becomes $\ln g\approx\beta\Delta\tanh(y/2)$. As $\Delta\to0$ the peak temperature tends to a value independent of $\Delta$, while the height above 1 shrinks in proportion to $\Delta$.

## A worked case

Take the round model values $E_1=1.5$ eV, $\Delta=0.15$ eV, $\nu=10^{13}$ s$^{-1}$ and $\tau=2$ s. Solving equation (2) by a numerical root search gives a peak at $T=606.2$ K, where $k_BT=0.05224$ eV. There

$$\beta\Delta=\frac{0.15}{0.05224}=2.871,\qquad r=e^{-2.871}=0.0566,\qquad y=7.14,\qquad E=e^{-7.14}=0.00079 .$$

The enrichment is

$$g=\frac{1+rE}{r+E}\approx\frac{1}{0.0566+0.0008}=17.4 .$$

Equilibrium at this temperature would give 17.7, so growth reaches 98.6 % of it. The estimate $1/(1+\Delta/(yE_1))=1/(1+0.1/7.14)=0.986$ agrees.

The simple rule (8), solved in the same way for the root with $y>1$, gives 607.3 K. The excess of 1.1 K comes almost entirely from dropping the factor $1+r$ in $y$. To make up for a factor 1.057 in the rate at fixed $y$, the temperature must rise by about $T\ln(1.057)/(\beta E_1)=606\times0.055/28.7\approx1.2$ K.

The temperature dependence is as follows.

| $T$ (K) | $y$ | $e^{\beta\Delta}$ | $g$ |
|---|---|---|---|
| 500 | 0.016 | 32.5 | 1.015 |
| 550 | 0.375 | 23.7 | 1.41 |
| 580 | 1.94 | 20.1 | 5.21 |
| 600 | 5.31 | 18.2 | 16.7 |
| 650 | 50.1 | 14.6 | 14.6 |
| 900 | $9.1\times10^4$ | 6.92 | 6.92 |

The peak is lopsided. On the cold side $g$ climbs from 1.4 to 16.7 within 50 K, since $y$ carries the large energy $E_1$ and enters through $e^{-y}$. On the hot side $g$ follows the equilibrium curve, governed by the small energy $\Delta$, and at 900 K it is still far above 1.

The condition $y=1$ is met at 567.5 K, 39 K below the peak, and there $g$ is 2.45. At that point a fraction $e^{-1}=0.37$ of the initial departure from equilibrium survives each cycle, and this kinetic leak far outweighs the thermal one. Thus $y=1$ marks the onset of exchange, not the maximum of segregation.

These numbers rest on every site being covered after the same time $\tau$. If the covering times are instead random, exponentially distributed with mean $\tau$, averaging $U$ and $R$ replaces $E=e^{-y}$ by $1/(1+y)$ in equation (5). The logarithm of the kinetic leak then has a slope of about $E_1$ in $\beta$ instead of $yE_1$, and at the peak $g/e^{\beta\Delta}\approx1/(1+\Delta/E_1)$, which is close to 1 only for $\Delta\ll E_1$. In the worked case the peak then lies at 674 K, with $y$ near 130 and $g=12.0$, or 91 % of equilibrium.

With tenfold faster growth, $\tau=0.2$ s, the peak moves to 657.7 K and drops to $g=13.9$. The shift can be estimated by keeping $y$ fixed, so that $\beta E_1$ falls by $\ln10=2.30$ from 28.7 to 26.4; this gives $606\times28.7/26.4\approx659$ K. The lower height reflects the weaker equilibrium enrichment at the higher temperature.

## A second measure: memory after the supply is shut

When the supply of B stops, the fresh layer brings none, and the cycle reduces to $S_{n+1}=RS_n$. The surface content decays as $R^n$, with a decay length of $-1/\ln R$ layers. Since $R=(1-E)/(1+r)$, it vanishes in the cold and tends to $1/2$ in the heat when $\nu\tau\gg1$: mixing entropy then shares the atoms equally between the two layers.

Differentiating $\ln R=\ln(1-E)-\ln(1+r)$ gives

$$\frac{d\ln R}{d\beta}=\Delta q-(E_1+\Delta q)\frac{y}{e^y-1},$$

which vanishes where

$$\frac{y}{e^y-1}=\frac{\Delta q}{E_1+\Delta q}.$$

As $\beta$ grows, the left side rises to 1 and the right side falls to 0. They cross if the left side starts below the right at $\beta=0$, where $y=2\nu\tau$ and $q=1/2$; for a given $\Delta/E_1$ it does once $\nu\tau$ is large enough. For large $y$ the condition is $\Delta q\approx E_1yE$, which differs from equation (7) only by having $q=r/(1+r)$ in place of $r$. When segregation is strong, so that $r\ll1$ and equation (7) holds, $q\approx r$ and the two peaks lie close together. When it is weak they can lie well apart, even if $y$ is large. Numerical maximization of $R$ in the worked case puts its peak at 606.4 K, 0.2 K above that of $g$, with $R=0.946$ and a decay length of 17.9 layers.

## When B is not dilute

In the worked case $e^{\beta\Delta}$ is near 18, so the dilute result needs $x$ well below 0.05. For $x=0.1$ it would predict a top layer with more B than sites. Equation (4) must then be kept whole. Integrating it numerically over a cycle from $c_s=x$, $c_b=S$, choosing $S$ so that the cycle repeats, and varying the temperature gives a maximum at 615 K, with $S=0.65$ and $g=6.5$.

The peak survives, but in this model, where each layer stays mixed throughout the cycle, its height falls to less than half and it moves up by 9 K. Several effects of blocking bear on the shift. One is a change in the pace of exchange. Differentiating the right side of equation (4) with respect to $c_s$ at fixed $N$ gives the local relaxation rate

$$k_1(1-c_s+c_b)+k_2(1-c_b+c_s).$$

With $c_s=0.65$ and $c_b=0.1$ the coefficient of the dominant $k_1$ is 0.45, against 1 in the dilute case. Early in the cycle, with $c_s=0.1$ and $c_b=0.65$, the same coefficient is 1.55 and relaxation is faster.

Blocking also flattens the equilibrium curve. With $c_s=S$ and $c_b=x$, equation (3) reads $\ln S-\ln(1-S)=\beta\Delta+\ln[x/(1-x)]$, so $d\ln S/d(\beta\Delta)=1-S$. This is 0.35 at $S=0.65$, against 1 in the dilute case, so heating costs less enrichment. Taken alone, this smaller cost of heating favours a higher peak temperature, as does slower exchange late in the cycle. Faster exchange early in the cycle favours a lower one.

A further effect also favours a lower peak temperature. If one cycle ends with too little B on top, the next starts with a smaller $N$. Differentiating equation (3) at fixed temperature gives $dc_s/[c_s(1-c_s)]=dc_b/[c_b(1-c_b)]$. At $c_s=0.65$ and $c_b=0.1$, equilibrium thus puts a share $0.2275/(0.2275+0.09)=0.72$ of a small change in $N$ on top, against $p=0.94$ in the dilute case at the same temperature, 615 K. A shortfall is therefore carried on less fully from cycle to cycle, and incomplete exchange costs less enrichment. The calculation gives their combined effect and does not separate their shares.

The shift depends on the mixing assumed in equation (4). Suppose instead that atoms do not move sideways, so that each site exchanges only with the one directly below. A pair of two B atoms always has one on top, and a pair with a single B follows the probabilities $U$ and $R$ found above. Since each fresh layer is random, the steady state obeys

$$S=xS+Ux(1-S)+RS(1-x)\;\Rightarrow\;\frac{S(1-x)}{x(1-S)}=\frac{U}{1-R}.$$

The right side is the dilute enrichment of equation (5), and $S$ increases with it. The peak therefore stays at 606.2 K for every $x$, while for $x=0.1$ its height is $g=6.6$. Site blocking lowers the peak in both models, but shifts it only in the one with mixed layers.
